# The Klein functional at the Hartree-Fock Green's function

## Problem

Electrons in a finite basis of orthonormal spin-orbitals have the Hamiltonian

$$\hat H=\sum_{pq}h_{pq}c_p^\dagger c_q+\hat V,\qquad \hat V=\tfrac14\sum_{pqrs}\langle pq\Vert rs\rangle c_p^\dagger c_q^\dagger c_s c_r .$$

Here $h$ contains the kinetic energy and the nuclear attraction, $\langle pq\Vert rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, and

$$\langle pq|rs\rangle=\frac{e^2}{4\pi\varepsilon_0}\int\!\!\int\frac{\phi_p^*(1)\phi_q^*(2)\phi_r(1)\phi_s(2)}{|\mathbf r_1-\mathbf r_2|}\,d1\,d2 .$$

The temperature is zero, the molecule is closed-shell, and the chemical potential $\mu$ lies inside the Hartree-Fock (HF) gap. Let $G_{pq}(\tau)=-\langle T c_p(\tau)c_q^\dagger(0)\rangle$ and $G(i\omega)=\hbar^{-1}\int d\tau\,e^{i\omega\tau}G(\tau)$. The bare function is $G_0=(i\hbar\omega+\mu-h)^{-1}$. The Klein functional is

$$\Omega_K[G]=\Phi[G]-\mathrm{Tr}[G_0^{-1}G-1]-\mathrm{Tr}\ln(-G^{-1}),$$

$$\mathrm{Tr}\,A=\int\frac{\hbar\,d\omega}{2\pi}\,e^{i\omega0^+}\,\mathrm{tr}\,A(i\omega).$$

$\Phi$ is the sum of the connected closed diagrams of the grand potential that contain no self-energy insertion, drawn with lines $G$. Removing one line gives the self-energy: $\delta\Phi=\mathrm{Tr}[\Sigma\,\delta G]$. At zero temperature the energy assigned to $G$ is $E_K=\Omega_K+\mu N+E_{\rm nuc}$, with $N$ the fixed number of electrons of the molecule and $E_{\rm nuc}$ the nuclear repulsion.

(a) Find the first- and second-order terms $\Phi_1$ and $\Phi_2$.

(b) Evaluate $E_K$ at the HF Green's function with $\Phi=\Phi_1$.

(c) Add $\Phi_2$ and identify the result.

(d) In which case is $E_K$ stationary at this $G$?

(e) Evaluate everything for H$_2$ in the STO-3G basis at a bond length of 74 pm.

## Hints

1. For $\Phi_2$, a line that starts and ends on the same interaction is a self-energy insertion. All four lines must therefore join the two interactions.
2. Differentiate the logarithm of one level with respect to its energy. The remaining integral is an occupation number.
3. Write $G_0^{-1}$ as the inverse HF Green's function plus something static.
4. In imaginary time, an HF line running forward carries an empty level, and one running backward a filled level.

## Solution

### (a) The two diagrams

The first-order term is $\langle\hat V\rangle$ factorized by Wick's theorem. With $\gamma_{rp}=\langle c_p^\dagger c_r\rangle=G_{rp}(0^-)$,

$$\Phi_1=\tfrac14\sum\langle pq\Vert rs\rangle(\gamma_{rp}\gamma_{sq}-\gamma_{sp}\gamma_{rq})=\tfrac12\sum\langle pq\Vert rs\rangle\gamma_{rp}\gamma_{sq}.$$

The two products contribute equally because the matrix element changes sign when $r$ and $s$ are exchanged.

The second-order term of the grand potential is $-\frac{1}{2\beta\hbar^2}\int\!\int d\tau_1d\tau_2\langle T\hat V(\tau_1)\hat V(\tau_2)\rangle$, restricted to the allowed diagrams, with $\beta$ the inverse temperature. The integrand depends on $\tau=\tau_1-\tau_2$, so one integral gives $\beta\hbar$ and the prefactor becomes $-1/(2\hbar)$.

Let the interaction at $\tau$ have indices $pqrs$ and the one at 0 have $tuvw$. There are two ways to join $c_r,c_s$ to $c_t^\dagger,c_u^\dagger$ and two ways to join $c_v,c_w$ to $c_p^\dagger,c_q^\dagger$. By antisymmetry all four are equal, so the factor is $4\times\frac1{16}=\frac14$. In the order $c_p^\dagger c_q^\dagger c_sc_r\,c_t^\dagger c_u^\dagger c_wc_v$, the pairs $rt$, $su$, $qw$, $pv$ become adjacent in turn, without a sign change. The first two contractions are $-G_{rt}(\tau)$ and $-G_{su}(\tau)$. The last two have the creation operator first and are $+G_{wq}(-\tau)$ and $+G_{vp}(-\tau)$. Hence

$$\Phi_2=-\frac18\int_{-\infty}^{\infty}\frac{d\tau}{\hbar}\sum\langle pq\Vert rs\rangle\langle tu\Vert vw\rangle\,G_{rt}(\tau)G_{su}(\tau)G_{vp}(-\tau)G_{wq}(-\tau).$$

### (b) First order

Varying $\Phi_1$ gives $\delta\Phi_1=\mathrm{tr}(v\,\delta\gamma)$ with $v_{pr}=\sum_{qs}\langle pq\Vert rs\rangle\gamma_{sq}$. The first-order self-energy is thus the static HF potential. The HF Green's function is $G_{\rm HF}=(i\hbar\omega+\mu-F)^{-1}$ with $F=h+v$ and $v$ computed from its own $\gamma$. Let $F$ have eigenvalues $\varepsilon_p$, and let $i,j$ denote filled and $a,b$ empty levels.

**Occupation.** For one level with $\xi=\varepsilon-\mu$, the factor $e^{i\omega0^+}$ allows the contour to be closed in the upper half-plane. The pole of $1/(i\hbar\omega-\xi)$ at $\hbar\omega=-i\xi$ lies there if $\xi<0$, so

$$\int\frac{\hbar d\omega}{2\pi}\frac{e^{i\omega0^+}}{i\hbar\omega-\xi}=\theta(-\xi).$$

**Logarithm.** The level contributes $f(\xi)=-\int\frac{\hbar d\omega}{2\pi}e^{i\omega0^+}\ln(\xi-i\hbar\omega)$. Its derivative is the integral above, $f'(\xi)=\theta(-\xi)$. The constant is fixed by the grand potential of free electrons, to which an empty level contributes nothing. Therefore $f(\xi)=\min(\xi,0)$ and

$$-\mathrm{Tr}\ln(-G_{\rm HF}^{-1})=\sum_i(\varepsilon_i-\mu).$$

**Middle term.** Since $G_0^{-1}=G_{\rm HF}^{-1}+v$, one has $G_0^{-1}G_{\rm HF}-1=vG_{\rm HF}$, whose trace is $\mathrm{tr}(v\gamma)$. Also $\Phi_1=\frac12\mathrm{tr}(v\gamma)$.

Adding the three terms and using $\sum_i\mu=\mu N$,

$$E_K=\sum_i\varepsilon_i-\tfrac12\mathrm{tr}(v\gamma)+E_{\rm nuc}.$$

In the HF orbitals $\varepsilon_i=h_{ii}+\sum_j\langle ij\Vert ij\rangle$ and $\mathrm{tr}(v\gamma)=\sum_{ij}\langle ij\Vert ij\rangle$, so

$$E_K=\sum_ih_{ii}+\tfrac12\sum_{ij}\langle ij\Vert ij\rangle+E_{\rm nuc}=E_{\rm HF}.$$

The sum of orbital energies counts each pair interaction twice; $\Phi_1$ minus the middle term removes one copy.

### (c) Second order

In the HF orbitals $G$ is diagonal. For $\tau>0$,

$$G_{aa}(\tau)=-e^{-(\varepsilon_a-\mu)\tau/\hbar},\qquad G_{ii}(-\tau)=e^{(\varepsilon_i-\mu)\tau/\hbar},$$

while $G_{ii}(\tau)$ and $G_{aa}(-\tau)$ vanish. In $\Phi_2$ this forces $r=t=a$, $s=u=b$, $v=p=i$, $w=q=j$. The two minus signs multiply to plus, and $\mu$ cancels. Negative $\tau$ exchanges the roles of the two interactions and gives the same amount, so

$$\Phi_2=-\frac14\sum_{ijab}|\langle ij\Vert ab\rangle|^2\int_0^\infty\frac{d\tau}{\hbar}e^{-(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)\tau/\hbar}
=\frac14\sum_{ijab}\frac{|\langle ij\Vert ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Compare this with second-order perturbation theory in $\hat H-\hat F$, where $\hat F=\sum F_{pq}c_p^\dagger c_q$. Single excitations drop out: $\hat H$ and $\hat F$ both couple them to the HF determinant through $F_{ai}=0$. A double excitation has coupling $\langle ij\Vert ab\rangle$, up to complex conjugation, and the denominator above. The factor $\frac14$ turns the free sums into sums over distinct pairs. Thus $\Phi_2$ is the MP2 correlation energy, and $E_K=E_{\rm HF}+E_{\rm MP2}^{\rm corr}$.

The derivation placed $\mu$ in a gap. If $\varepsilon_a+\varepsilon_b$ approaches $\varepsilon_i+\varepsilon_j$ at finite coupling, the expression diverges. A shrinking gap alone does not force this: in a half-filled Hubbard ring of growing length the couplings fall with the gap, and the energy per site stays finite.

### (d) Stationarity

From $\delta(G^{-1})=-G^{-1}\delta G\,G^{-1}$, the logarithmic term varies by $-\mathrm{Tr}[G\,\delta(G^{-1})]=\mathrm{Tr}[G^{-1}\delta G]$. Hence

$$\delta\Omega_K=\mathrm{Tr}[(\Sigma[G]+G^{-1}-G_0^{-1})\,\delta G].$$

At $G_{\rm HF}$ the last two terms in the bracket give $-v$. With $\Phi_1$ alone, $\Sigma=v$ and the variation vanishes. With $\Phi_1+\Phi_2$ there remains $\mathrm{Tr}[\Sigma_2\,\delta G]$, where $\Sigma_2$ is the self-energy from $\Phi_2$. Since $\mu$ and $N$ are held fixed, $\delta E_K=\delta\Omega_K$; if $N$ were instead taken as $\mathrm{tr}\,\gamma$ of the varied $G$, a term $\mu\,\delta N$ would be added. The HF energy is therefore a stationary value, whereas the MP2 energy is the value of the larger functional at a $G$ that does not solve its Dyson equation.

### (e) Minimal-basis H$_2$

The basis gives one bonding orbital $g$, doubly filled, and one antibonding orbital $u$. With $J_{gg}=\langle gg|gg\rangle$, $J_{gu}=\langle gu|gu\rangle$ and $K=\langle gg|uu\rangle$ over spatial orbitals, a $g$ electron feels the other $g$ electron. A $u$ electron feels two, one of them with equal spin:

$$\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J_{gu}-K.$$

The integrals evaluated in this basis are, in eV, $h_{gg}=-34.10$, $h_{uu}=-12.93$, $J_{gg}=18.36$, $J_{gu}=18.06$, $K=4.93$ and $E_{\rm nuc}=19.46$. Then

$$\varepsilon_g=-34.10+18.36=-15.74\ \text{eV},$$

$$\varepsilon_u=-12.93+36.12-4.93=18.26\ \text{eV}.$$

The gap, from unrounded values, is $\Delta=\varepsilon_u-\varepsilon_g=34.01$ eV.

Here $\Phi_1=J_{gg}$, the middle trace is $2J_{gg}=36.72$ eV, and the logarithmic term is $2(\varepsilon_g-\mu)$. At mid-gap, $\mu=1.26$ eV and this last term is $-34.01$ eV:

$$\Omega_K=18.36-36.72-34.01=-52.37\ \text{eV},$$

$$E_K=-52.37+2.52+19.46=-30.39\ \text{eV}.$$

At $\mu=-14.74$ eV, which is 1 eV above $\varepsilon_g$, the logarithmic term is $-2.00$ eV:

$$\Omega_K=18.36-36.72-2.00=-20.36\ \text{eV},$$

$$E_K=-20.36-29.49+19.46=-30.39\ \text{eV}.$$

At the first $\mu$ both bare levels $h_{gg}$ and $h_{uu}$ lie below $\mu$, so $G_0$ describes four electrons; at the second it describes two. This does not affect $E_K$, because $G_0$ enters through its inverse and the logarithm contains the HF levels.

For $\Phi_2$, the filled pair can be ordered in two ways and so can the empty pair. Each of the four terms has $|\langle ij\Vert ab\rangle|^2=K^2$, since spin permits one of the two parts of the antisymmetrized element. Thus

$$\Phi_2=\frac14\,\frac{4K^2}{2(\varepsilon_g-\varepsilon_u)}=-\frac{K^2}{2\Delta}=-\frac{4.93^2}{2\times34.01}=-0.36\ \text{eV}.$$

The total is $-30.39-0.36=-30.75$ eV. In hartree, the HF energy is $-1.1168$, $\Phi_2$ is $-0.0131$, and their sum is $-1.1299$.

Diagonalizing $\hat H$ for two electrons in the same basis gives $-30.95$ eV, a correlation energy of $-0.56$ eV. At this bond length and in this basis MP2 recovers about 64% of it. These numbers belong to the minimal basis and are far from converged: in cc-pVQZ the gap is 20.2 eV, the HF energy $-1.1335$ hartree, $\Phi_2$ is $-0.0331$ hartree, the exact correlation energy $-1.10$ eV, and the MP2 share 82%.

At large separation the spin-restricted orbitals $g$ and $u$ become $(A\pm B)/\sqrt2$, with $A,B$ the atomic orbitals. Then $h_{gg}$ and $h_{uu}$ become equal, and $J_{gg},J_{gu},K$ all tend to $U/2$, where $U=\langle AA|AA\rangle$. The gap $h_{uu}-h_{gg}+2J_{gu}-K-J_{gg}$ closes while $K$ stays finite, so $\Phi_2\to-\infty$. This holds for the closed-shell solution. At long bond lengths a spin-broken HF solution, with opposite spins on $A$ and $B$, lies lower ($-25.40$ against $-17.85$ eV at 300 pm); its gap tends to $U$ and its $\Phi_2$ tends to zero.

## Variation 1: the interaction-energy formula

**Question.** The Galitskii-Migdal energy contains the correlation term $\frac12\mathrm{Tr}[\Sigma_2G]$. What is it at $G_{\rm HF}$?

**Solution.** $\Phi_2$ contains four factors of $G$. Replacing $G$ by $\lambda G$ multiplies it by $\lambda^4$, and the derivative at $\lambda=1$ gives $\mathrm{Tr}[\Sigma_2G]=4\Phi_2$. The term is therefore $2\Phi_2=-0.72$ eV, twice the MP2 correlation energy.

The missing piece is the cost of changing the density matrix. In H$_2$, first-order perturbation theory mixes in the doubly excited determinant with amplitude $-K/(2\Delta)$. Its probability is $K^2/(4\Delta^2)$, and two electrons cross the gap, which costs

$$2\Delta\,\frac{K^2}{4\Delta^2}=\frac{K^2}{2\Delta}=+0.36\ \text{eV}.$$

$G_{\rm HF}$ has the unchanged density matrix and omits this cost. Including it gives $-0.72+0.36=-0.36$ eV.

## Variation 2: moving the empty level

**Question.** Build a trial $G$ for H$_2$ from $F$ with $\varepsilon_u$ raised by $s$. How does $E_K$ change?

**Solution.** The filled orbital, $\gamma$ and $\varepsilon_g$ are unchanged. The shift adds $s$ times the occupation of $u$, which is zero, to the middle trace. With $\Phi_1$ alone, $E_K$ stays at $E_{\rm HF}$. The second-order term becomes

$$\Phi_2(s)=-\frac{K^2}{2(\Delta+s)},\qquad \left.\frac{d\Phi_2}{ds}\right|_{s=0}=\frac{K^2}{2\Delta^2}=0.0105 .$$

For $s=1$ eV, $\Phi_2$ moves from $-0.3575$ to $-0.3473$ eV. This nonzero slope is the remainder $\mathrm{Tr}[\Sigma_2\,\delta G]$ of part (d). As $s\to\infty$ the second-order term disappears, so the one-shot correlation energy depends on the empty levels of the chosen $G$, although the first-order energy here does not.
